# Thomas-Fermi energy and shell corrections for fermions in a harmonic trap: a program that tests the result

```python
"""
Non-interacting spin-1/2 fermions, two per orbital, in a 3D isotropic trap.
Result under test, with t = (3N)^(1/3) and energies in units of hbar*omega:
  Thomas-Fermi energy      t^4/4
  filled shells            t^4/4 + t^2/12 - 1/(324 t^2) + ...
  smooth level density     t^4/4 + t^2/8  + O(1)
N: particle number; mu: chemical potential; k: (highest filled shell) + 2;
f: filled fraction of an open shell; T: temperature in hbar*omega.
Lengths are in oscillator lengths unless a name says angstrom.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

# ---------- exact spectrum by counting quantum numbers ----------
shell = np.arange(1501)
degeneracy = np.array([2 * sum(n - nx + 1 for nx in range(n + 1))
                       for n in range(1501)], dtype=float)
level = shell + 1.5
closed_N = np.cumsum(degeneracy)
closed_E = np.cumsum(degeneracy * level)
k_all = shell + 2.0
assert np.allclose(degeneracy, (shell + 1.0) * (shell + 2.0), rtol=1e-14)
assert np.allclose(3 * closed_N, k_all**3 - k_all, rtol=1e-13)
assert np.allclose(closed_E, 0.75 * closed_N * k_all, rtol=1e-13)


def t2_coefficient(N, E):
    """(E - t^4/4) / t^2"""
    t = np.cbrt(3 * N)
    return (E - t**4 / 4) / t**2


# ---------- filled shells: coefficient 1/12 and the next term ----------
k_big = 200
mp.mp.dps = 40
N_big = mp.mpf(int(closed_N[k_big - 2]))
E_big = mp.mpf(float(closed_E[k_big - 2]))
t_big = mp.cbrt(3 * N_big)
closed_coefficient = float((E_big - t_big**4 / 4) / t_big**2)
next_term = float((E_big - t_big**4 / 4 - t_big**2 / 12) * t_big**2)
assert abs(closed_coefficient - 1 / 12) < 1e-8
assert abs(next_term + 1 / 324) < 1e-6

# ---------- open shells: coefficient depends on the filling ----------
k_open = 400
M = k_open - 2
added = np.arange(int(degeneracy[M + 1]) + 1, dtype=float)
f = added / degeneracy[M + 1]
c_open = t2_coefficient(closed_N[M] + added,
                        closed_E[M] + added * level[M + 1])
# corrections to the leading law are of relative order 1/k
assert np.max(np.abs(c_open - (1 / 12 + f * (1 - f) / 2))) < 1e-3
mean_over_N = np.mean(c_open)
assert abs(mean_over_N - 1 / 6) < 1e-3

# ---------- smooth level density from the partition function ----------
beta = 0.05
Z = np.sum(degeneracy * np.exp(-beta * level))
Z_second = (Z - 2 / beta**3) * beta
assert abs(Z_second + 0.25) < 1e-4
t_test = 200.0
mu_smooth = brentq(lambda m: m**3 / 3 - m / 4 - t_test**3 / 3,
                   190, 210, xtol=1e-13, rtol=1e-14)
E_smooth_test = mu_smooth**4 / 4 - mu_smooth**2 / 8
assert abs(t2_coefficient(t_test**3 / 3, E_smooth_test) - 1 / 8) < 1e-5

# ---------- oscillating part of the grand potential ----------
u = (np.arange(400) + 0.5) / 400 - 0.5
omega_osc = []
for mu in k_open + u:
    below = level < mu
    exact = np.sum(degeneracy[below] * (level[below] - mu))
    omega_osc.append((exact + mu**4 / 12 - mu**2 / 8) / mu**2)
omega_osc = np.array(omega_osc)
assert np.max(np.abs(omega_osc - (u**2 / 2 - 1 / 24))) < 1e-3
assert abs(np.mean(omega_osc)) < 1e-4


# ---------- temperature removes the shell oscillation ----------
def thermal_coefficient(mu, T):
    occupied = degeneracy[:400] * expit((mu - level[:400]) / T)
    return t2_coefficient(np.sum(occupied), np.sum(occupied * level[:400]))


mu_values = [200.0, 200.25, 200.5]
warm = np.array([thermal_coefficient(m, 1.0) for m in mu_values])
warm = warm - np.pi**2 / 6
cold = [thermal_coefficient(m, 0.02) for m in (200.0, 200.5)]
assert np.max(np.abs(warm - 1 / 8)) < 3e-4   # next term is O(1/t^2)
assert np.ptp(warm) < 1e-5
assert abs(cold[0] - 1 / 12) < 3e-3 and abs(cold[1] - 5 / 24) < 3e-3

# ---------- Thomas-Fermi density and gradient term by quadrature ----------
N_closed, N_half = 40, 55
t = np.cbrt(3.0 * N_closed)
R = np.sqrt(2 * t)
x, w = np.polynomial.legendre.leggauss(60)
theta = (x + 1) * np.pi / 4
r = R * np.sin(theta)
volume = w * np.pi / 4 * R * np.cos(theta) * 4 * np.pi * r**2


def density(radius):
    return (R**2 - radius**2)**1.5 / (3 * np.pi**2)


n = density(r)
C_F = 0.3 * (3 * np.pi**2)**(2 / 3)
N_quad = np.sum(volume * n)
kinetic = np.sum(volume * C_F * n**(5 / 3))
potential = np.sum(volume * n * r**2 / 2)
step = 1e-3 * (R - r)
slope = (density(r + step) - density(r - step)) / (2 * step)
gradient_term = np.sum(volume * slope**2 / n) / 72
assert np.allclose(5 / 3 * C_F * n**(2 / 3) + r**2 / 2, t, rtol=1e-10)
assert abs(N_quad - N_closed) < 1e-8
assert abs(kinetic - potential) < 1e-8
assert abs(kinetic + potential - t**4 / 4) < 1e-8
assert abs(gradient_term - t**2 / 8) < 1e-4

# ---------- worked example: electrons, grid diagonalization ----------
quantum_eV = 1.0
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20   # eV angstrom^2
length = np.sqrt(hbar2_over_m / quantum_eV)                 # angstrom
index = np.arange(-36, 37)
spacing = 0.25 * length
difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
sign = np.where(difference % 2 == 0, 1.0, -1.0)
second = np.where(difference == 0, np.pi**2 / 3, 2 * sign / safe**2)
H = hbar2_over_m / (2 * spacing**2) * second
H = H + np.diag(quantum_eV**2 / (2 * hbar2_over_m) * (index * spacing)**2)
e1 = np.linalg.eigvalsh(H)[:8]
orbitals = np.sort((e1[:, None, None] + e1[None, :, None]
                    + e1[None, None, :]).ravel())
spin_orbitals = np.repeat(orbitals, 2)
hartree_eV = const.physical_constants["Hartree energy in eV"][0]

print(f"trap quantum hbar*omega = {quantum_eV:.3f} eV")
print(f"oscillator length = {length:.4f} angstrom")
print(f"Thomas-Fermi radius, N=40 = {R * length:.4f} angstrom")
print(f"Thomas-Fermi mu, N=40 = {t * quantum_eV:.5f} eV")
print(f"TF kinetic energy, N=40 = {kinetic * quantum_eV:.4f} eV")
print(f"TF potential energy, N=40 = {potential * quantum_eV:.4f} eV")
print(f"gradient term, N=40 = {gradient_term * quantum_eV:.4f} eV")
results = {}
for N in (N_closed, N_half):
    tN = np.cbrt(3.0 * N)
    E_exact = np.sum(spin_orbitals[:N])
    E_TF = quantum_eV * tN**4 / 4
    add_closed = quantum_eV * tN**2 / 12
    add_smooth = quantum_eV * tN**2 / 8
    results[N] = (E_exact, E_TF + add_closed, E_TF + add_smooth)
    print(f"N={N}: (3N)^(1/3) = {tN:.5f} (no unit)")
    print(f"N={N}: exact energy = {E_exact:.5f} eV")
    print(f"N={N}: Thomas-Fermi energy = {E_TF:.5f} eV")
    print(f"N={N}: closed-shell correction = {add_closed:.5f} eV")
    print(f"N={N}: smooth correction = {add_smooth:.5f} eV")
    print(f"N={N}: TF + closed-shell = {E_TF + add_closed:.5f} eV")
    print(f"N={N}: TF + smooth = {E_TF + add_smooth:.5f} eV")
    c_N = (E_exact - E_TF) / (quantum_eV * tN**2)
    print(f"N={N}: exact t^2 coefficient = {c_N:.5f} (no unit)")
E40, closed40, smooth40 = results[N_closed]
E55, closed55, smooth55 = results[N_half]
assert abs(E40 - quantum_eV * closed_E[3]) < 1e-6
assert abs(E55 - quantum_eV * (closed_E[3] + 15 * level[4])) < 1e-6
assert abs(E40 - closed40) < 2e-4 * quantum_eV
assert smooth40 > E40 and closed55 < smooth55 < E55
print(f"N=40: exact minus closed-shell formula = {E40 - closed40:.2e} eV")
print(f"N=40: exact energy converted = {E40 / hartree_eV:.5f} hartree")
print(f"N=55: exact energy converted = {E55 / hartree_eV:.5f} hartree")
print("Coefficients of t^2 in units of hbar*omega (no unit):")
print(f"filled shells, k=200: {closed_coefficient:.6f}")
print(f"next term times t^2, k=200: {next_term:.7f}")
print(f"mean over N in one shell, k=400: {mean_over_N:.5f}")
print(f"largest in that shell: {np.max(c_open):.5f}")
print(f"beta*(Z - 2/beta^3) at beta=0.05: {Z_second:.5f}")
print(f"mean oscillating grand potential/mu^2: {np.mean(omega_osc):.1e}")
for m, c in zip(mu_values, warm):
    print(f"T=1, mu={m:.2f}, thermal term removed: {c:.6f}")
print(f"T=0.02, mu=200.00 (in gap): {cold[0]:.5f}")
print(f"T=0.02, mu=200.50 (on level): {cold[1]:.5f}")
print("OK")
```

Running it gives:

```
trap quantum hbar*omega = 1.000 eV
oscillator length = 2.7604 angstrom
Thomas-Fermi radius, N=40 = 8.6701 angstrom
Thomas-Fermi mu, N=40 = 4.93242 eV
TF kinetic energy, N=40 = 73.9864 eV
TF potential energy, N=40 = 73.9864 eV
gradient term, N=40 = 3.0411 eV
N=40: (3N)^(1/3) = 4.93242 (no unit)
N=40: exact energy = 150.00000 eV
N=40: Thomas-Fermi energy = 147.97272 eV
N=40: closed-shell correction = 2.02740 eV
N=40: smooth correction = 3.04110 eV
N=40: TF + closed-shell = 150.00013 eV
N=40: TF + smooth = 151.01383 eV
N=40: exact t^2 coefficient = 0.08333 (no unit)
N=55: (3N)^(1/3) = 5.48481 (no unit)
N=55: exact energy = 232.50000 eV
N=55: Thomas-Fermi energy = 226.24827 eV
N=55: closed-shell correction = 2.50693 eV
N=55: smooth correction = 3.76039 eV
N=55: TF + closed-shell = 228.75520 eV
N=55: TF + smooth = 230.00866 eV
N=55: exact t^2 coefficient = 0.20782 (no unit)
N=40: exact minus closed-shell formula = -1.25e-04 eV
N=40: exact energy converted = 5.51240 hartree
N=55: exact energy converted = 8.54422 hartree
Coefficients of t^2 in units of hbar*omega (no unit):
filled shells, k=200: 0.083333
next term times t^2, k=200: -0.0030864
mean over N in one shell, k=400: 0.16667
largest in that shell: 0.20833
beta*(Z - 2/beta^3) at beta=0.05: -0.24996
mean oscillating grand potential/mu^2: -4.1e-07
T=1, mu=200.00, thermal term removed: 0.124889
T=1, mu=200.25, thermal term removed: 0.124889
T=1, mu=200.50, thermal term removed: 0.124890
T=0.02, mu=200.00 (in gap): 0.08333
T=0.02, mu=200.50 (on level): 0.20833
OK
```
